Why a classical zero-point field does not reproduce quantum mechanics

A particle in the potential x²/2 + x⁴, in units where ħ, the mass and the harmonic frequency are 1, has a quantum ground-state energy of 0.8038. A classical charge in the same potential, shaken by a random field with the zero-point spectrum, settles in the limit of weak radiative coupling at a mean energy of 0.9516, which is 18.4 % higher. Without the x⁴ term both energies are 1/2, and the position variances agree as well. Why does a theory that succeeds for the oscillator fail here?

**The belief and its appeal**

The belief is that quantum mechanics is classical mechanics plus a real, fluctuating zero-point field. The charge loses energy by radiating, gains it from the field, and comes to rest statistically where the two balance. Planck's constant enters through the strength of the field alone. This theory is called stochastic electrodynamics, SED below.

Its appeal rests on a correct calculation. Take one dimension, nonrelativistic motion and a field uniform over the orbit. Field modes have density ω²/(π²c³) and energy ħω/2 each, so the energy density per unit frequency is ħω³/(2π²c³). Electric and magnetic parts are equal, so this density is ε₀⟨E²⟩, and one component carries a third of ⟨E²⟩. Multiplying by e² gives the spectrum of the force F on the charge:

e²ħω³/(6π²ε₀c³) = mτħω³/π, with τ = e²/(6πε₀mc³).

From here on ħ = m = ω₀ = 1, where ω₀ is the harmonic frequency, and λ, the coefficient of x⁴, is in units of m²ω₀³/ħ. The force correlation is then

⟨F(t)F(0)⟩ = ∫₀^∞ dω (τω³/π) cos ωt.

The same τ governs radiation reaction, τx‴. For the oscillator, x″ = −x + τx‴ + F, and a component e^(−iωt) obeys (1 − ω² − iτω³)x = F. With a field cutoff Ω,

⟨x²⟩ = ∫₀^Ω dω (τω³/π)/[(1 − ω²)² + τ²ω⁶].

For small τ the integrand is a narrow peak. Put ω = 1 + δ, so that (1 − ω²)² ≈ 4δ²:

⟨x²⟩ ≈ (τ/π) ∫ dδ/(4δ² + τ²) = (τ/π)·π/(2τ) = 1/2.

This is the quantum value, and τ has cancelled because damping and driving are both proportional to it. For ⟨p²⟩ the integrand has an extra factor ω², which is 1 at the peak, so the result is again 1/2.

The momentum needs a condition. Far above resonance its integrand is τω/π, which adds about τΩ²/(2π). The limit meant throughout is therefore τ → 0 at fixed Ω. For τ = 10⁻⁵ and Ω = 50 this leading term is 0.00398, and the integrated ⟨p²⟩ is 0.504002; the small remainder is logarithmic in Ω. For an electron with ħω₀ = 1 eV, τω₀ is 9.5·10⁻⁹, so the coupling is very weak, but the cutoff must still be low enough. The added term reaches 1/2 at ħΩ ≈ 18 keV and is about 400 if the cutoff is put at mc². It is 8·10⁻⁴ at ħΩ ≈ 0.7 keV, which is ħc divided by the oscillator length of 2.8 Å and marks where a field uniform over the orbit stops being a valid assumption.

**What the oscillator does and does not prove**

The field is a sum of many independent modes, so F is Gaussian, and a linear equation makes x and p Gaussian too. Stationarity gives ⟨xp⟩ = ½ d⟨x²⟩/dt = 0. The phase-space density is

W(x,p) = (1/π) exp(−x² − p²),

which is the Wigner function of the quantum ground state. Averages over a Wigner function give quantum means of Weyl-ordered products, that is, products averaged over all orderings of x and p. Agreement for every such moment is real, but it is not agreement for every observable.

Energy shows the difference. With action J = (x² + p²)/2 and dx dp = 2π dJ after integration over the angle, W becomes

P(J) = 2e^(−2J).

Since H = J here, ⟨H⟩ = 1/2 and ⟨H²⟩ = 2/4 = 1/2, so the energy spread is √(1/2 − 1/4) = 1/2. The quantum ground state has ⟨H²⟩ = 1/4 and no spread. The discrepancy is one of ordering. Both descriptions have ⟨x⁴⟩ = ⟨p⁴⟩ = 3/4. In 4⟨H²⟩ the cross terms are 2⟨x²⟩⟨p²⟩ = +1/2 classically, whereas the operator result 4⟨H²⟩ = 1 requires ⟨x²p² + p²x²⟩ = 1 − 3/2 = −1/2.

**The balance for an anharmonic orbit**

Now let V = x²/2 + λx⁴ with λ > 0. For small τ the charge follows an undisturbed orbit for many periods while its action J drifts slowly. Let θ be the angle variable, w(J) = dH/dJ the orbit frequency, and

x = Σ x_n(J) e^(inθ), summed over positive and negative n.

Radiation reaction does work at the mean rate τ⟨x‴x′⟩ = −τ⟨x″²⟩, after integration by parts over a period. Hence energy is lost at the rate τw⁴ Σ n⁴|x_n|². Because dE = w dJ, action is lost at the rate

R = τw³ Σ n⁴|x_n|².

The random force adds −xF to the Hamiltonian. The phase-space density f then obeys

∂f/∂t + w ∂f/∂θ = −F {x, f}, where {a,b} = (∂a/∂θ)(∂b/∂J) − (∂a/∂J)(∂b/∂θ).

Start from a density P(J). Writing x_θ for ∂x/∂θ, the first-order response is

f₁ = −∫₀^∞ ds F(t − s) x_θ(θ − ws) P′(J).

Insert f₁ on the right and average over θ. Integrating the second part of the bracket by parts in θ turns the average of {x, f₁} into ∂/∂J of the average of x_θ f₁. The two minus signs cancel, leaving

∂P/∂t = ∂/∂J (D P′), D = ∫₀^∞ ds ⟨F(s)F(0)⟩ Σ n²|x_n|² cos(nws).

The s integral of cos ωs cos nws is (π/2)δ(ω − |n|w). Each harmonic thus samples the field at its own frequency. The cutoff Ω is taken far above every frequency |n|w that carries appreciable weight, so that the uncut spectrum may be used in the sum; a harmonic above Ω would be damped but not driven. Then

D = Σ n²|x_n|² · (π/2) · τ|n|³w³/π = (τw³/2) Σ |n|⁵|x_n|².

With the loss included, ∂P/∂t = ∂/∂J (D P′ + R P). No probability crosses J = 0, so in the stationary state the bracket vanishes:

d ln P/dJ = −R/D = −2g(J), g = Σ n⁴|x_n|² / Σ |n|⁵|x_n|².

Again τ has cancelled, so the anharmonic discrepancy at this leading order is not a radiative correction that weaker coupling would remove. Since |n|⁵ ≥ n⁴, g ≤ 1, with equality when the orbit has no overtones. The harmonic case gives g = 1 and returns P = 2e^(−2J). An overtone absorbs from a field that grows as ω³, and gains more than a balance at the fundamental would allow. The charge is heated.

A second field shows that this effect depends on the shape of the spectrum: it is absent when the force spectrum grows as ω², because D then weights the harmonics with the same n⁴ as R. Replace the mode energy ħω/2 by k_BT, which changes the force spectrum to 2τk_BTω²/π. Then D = τk_BTw² Σ n⁴|x_n|², the sums cancel in R/D = w/(k_BT), and P ∝ exp(−H/k_BT). In the thermal classical field the overtones therefore do not disturb the Boltzmann distribution. In the zero-point field they do alter the balance.

**The quartic oscillator to second order**

For an orbit of amplitude A, E = A²/2 + λA⁴. Energy conservation gives the speed from

2[V(A) − V(x)] = (A² − x²)[1 + 2λ(A² + x²)].

With x = A sin φ, the period divided by 2π is an average over φ:

1/w = ⟨[1 + 2λA²(1 + sin²φ)]^(−1/2)⟩.

Using ⟨sin²φ⟩ = 1/2 and ⟨sin⁴φ⟩ = 3/8, so that ⟨(1 + sin²φ)²⟩ = 19/8,

1/w = 1 − (3/2)λA² + (57/16)λ²A⁴.

Then dJ = dE/w = (A + 4λA³)(1/w) dA, and integration gives

J = A²/2 + (5/8)λA⁴ − (13/32)λ²A⁶.

Subtract this from E: E − J = (3/8)λA⁴ + (13/32)λ²A⁶. Since J² = A⁴/4 + (5/8)λA⁶ to this order, the first term is (3/2)λJ² − (15/16)λ²A⁶. The remainder is (13/32 − 30/32)λ²A⁶ = −(17/32)λ²A⁶, and A⁶ = 8J³ at leading order. Therefore

H(J) = J + (3/2)λJ² − (17/4)λ²J³.

For the overtone, write x ≈ A cos θ + B cos 3θ in x″ + x + 4λx³ = 0. Since cos³θ contains (1/4)cos 3θ, −8B + λA³ = 0, and B/A = λA²/8 = λJ/4. The weights 3⁴ = 81 and 3⁵ = 243 give

g ≈ 1 − (243 − 81)(λJ/4)² = 1 − (81/8)λ²J².

Integrating −2g gives P ∝ e^(−2J)[1 + (27/4)λ²J³]. The uncorrected moments are ⟨Jᵏ⟩ = k!/2ᵏ, so the correction raises the mean action by

(27/4)λ²(⟨J⁴⟩ − ⟨J⟩⟨J³⟩) = (27/4)λ²(3/2 − 3/8) = (243/32)λ².

The mean SED energy follows:

E_SED = 1/2 + (3/4)λ + (−51/16 + 243/32)λ² = 1/2 + (3/4)λ + (141/32)λ².

For the quantum energy, x⁴|0⟩ = (3|0⟩ + 6√2|2⟩ + √24|4⟩)/4. First order gives 3/4. The states at excitation energies 2 and 4 have squared matrix elements 9/2 and 3/2, so second order gives −9/4 − 3/8:

E_QM = 1/2 + (3/4)λ − (21/8)λ².

The first-order terms agree because both are the mean of x⁴ in the same Gaussian. At second order even the signs differ. There are two separate faults. With P = 2e^(−2J) kept, the coefficient is −51/16 = −3.19 instead of −2.63, because an average over classical orbits is not a quantum eigenvalue. Overtone heating then adds 7.59 and turns the sum positive.

**Position moments**

The variance hides the failure at first order. Restoring ω₀ by scaling x gives H = ω₀J + (3/2)λJ²/ω₀² − (17/4)λ²J³/ω₀⁵. At fixed action, the orbit mean of x² is 2∂H/∂(ω₀²) = (1/ω₀)∂H/∂ω₀. At ω₀ = 1 this is J − 3λJ² + (85/4)λ²J³, and averaging it, with the shift of ⟨J⟩ included, gives

⟨x²⟩_SED = 1/2 − (3/2)λ + (753/32)λ².

The same derivative of the quantum energy, (1/2)ω₀ + (3/4)λ/ω₀² − (21/8)λ²/ω₀⁵, gives

⟨x²⟩_QM = 1/2 − (3/2)λ + (105/8)λ².

The fourth moment is more revealing. At fixed J the orbit mean of x⁴ is ∂H/∂λ = (3/2)J² − (17/2)λJ³, while in quantum theory ⟨x⁴⟩ = dE/dλ:

⟨x⁴⟩_SED = 3/4 − (51/8)λ, ⟨x⁴⟩_QM = 3/4 − (21/4)λ.

These differ at first order, where overtone heating has not yet entered. Variances that match to first order in λ thus do not imply matching distributions.

**Reading the numbers**

At λ = 0.01 the series gives 0.5079 for SED and 0.5072 for quantum theory; exact orbits and matrix diagonalization give 0.5078 and 0.5073. An excess of 0.1 % is easily overlooked. At λ = 0.1 the SED series gives 0.619 against 0.5776 from exact orbits, so second order is no longer adequate. The excess there is 3.3 %, and at λ = 10 it is 31.3 %.

At λ = 1 the two faults can be separated. With overtone heating switched off, the classical average is 0.7926, which is 1.4 % below the quantum 0.8038. Heating adds 0.9516 − 0.7926 = 0.1590 and produces the excess. The SED energy spread is 1.2157, larger than the mean energy, where the quantum state has none.

For very large λ the x² term is negligible. Setting x = λ^(−1/6)y turns p²/2 + λx⁴ into λ^(1/3) times a Hamiltonian without λ, so both energies grow as λ^(1/3) and their ratio tends to a constant. All orbits then have the same shape, g has the constant value 0.7750, and P = 2g e^(−2gJ). As E ∝ J^(4/3), heating multiplies the mean energy by 0.7750^(−4/3) = 1.40.

The stationary distribution rests on the slow-drift argument, so it was tested at λ = 1 by direct simulation of the charge, without action variables. There x‴ was replaced by its leading-order value −V″(x)x′. The energy was computed as ⟨x²⟩ + 3λ⟨x⁴⟩, which follows from the orbit identity ⟨x′²⟩ = ⟨xV′⟩ and avoids the cutoff-dependent velocity jitter. The ensemble started as a Gaussian with the quantum variances of x and p. It did not stay there: averaged over the second half of the run, the energy was 0.966 ± 0.010 and ⟨x²⟩ was 0.299 ± 0.002. The SED predictions are 0.952 and 0.296, the quantum values 0.804 and 0.257. The simulation lies within 2 % of the former, consistent with sampling error and the finite coupling τω₀ = 0.003, and far from the latter. The numerical output below gives the full set of values.

The belief is therefore true in a limited form. In the weak-coupling limit, a classical zero-point field gives a harmonic charge the Weyl-ordered moments of the quantum ground state. It does not give that charge a sharp energy, and for the quartic oscillator it leads to a different stationary state.

Calculated quantities

```
harmonic test: tau*omega0 = 1e-05, cutoff = 50 omega0
harmonic SED <x^2> = 0.500011 hbar/(m omega0)
harmonic SED <p^2> = 0.504002 hbar m omega0
off-resonant part of <p^2>, formula = 0.004002 hbar m omega0
harmonic SED energy spread = 0.5000 hbar omega0
<H^2>: SED 0.5000, Weyl-ordered 0.5000, operator square 0.2500 (hbar omega0)^2
series coefficients (units hbar = m = omega0 = 1):
  energy, lam^2: SED 4.4059, quantum -2.6250
  energy, lam^2, SED without overtone heating: -3.1877
  <x^2>, lam^2: SED 23.5307, quantum 13.1249
  <x^4>, lam^1: SED -6.3749, quantum -5.2500
energy and spread in hbar omega0, <x^2> in hbar/(m omega0):
  lam=0.01: E quantum 0.5073, SED 0.5078, excess 0.1 %
    <x^2> quantum 0.4862, SED 0.4869; SED spread 0.5154
  lam=0.1: E quantum 0.5591, SED 0.5776, excess 3.3 %
    <x^2> quantum 0.4125, SED 0.4273; SED spread 0.6409
  lam=1: E quantum 0.8038, SED 0.9516, excess 18.4 %
    <x^2> quantum 0.2571, SED 0.2959; SED spread 1.2157
  lam=10: E quantum 1.5050, SED 1.9759, excess 31.3 %
    <x^2> quantum 0.1300, SED 0.1596; SED spread 2.6429
lam=1 SED energy without overtone heating = 0.7926 hbar omega0
g for a purely quartic orbit = 0.7750
simulation, lam=1: tau*omega0 = 0.003, cutoff = 15 omega0, 4500 trajectories
  duration 900/omega0, step 0.06/omega0, second half averaged
  start variances: x 0.2571, p 0.9860 (hbar = m = omega0 = 1)
  simulated energy = 0.9655 +- 0.0097 hbar omega0
  simulated <x^2> = 0.2987 +- 0.0020 hbar/(m omega0)
electron tau = 6.2664e-24 s
electron tau*omega0 at hbar omega0 = 1 eV: 9.520e-09
```
